# Feynman's variational energy bound for the Fröhlich polaron, part 1

(Sections cited here and not found follow in the second part.)

An electron in a polar crystal displaces the ions around it and moves together with this displacement. The Fröhlich model describes one electron in a parabolic band, coupled linearly to longitudinal optical phonons of a single frequency $\omega$. The problem is to find an upper bound to its ground-state energy that serves at every coupling strength, and to extract the weak- and strong-coupling limits of that bound.

Units are $\hbar=m=\omega=1$, with $m$ the band mass. Energies are then in units of $\hbar\omega$ and lengths in units of $\sqrt{\hbar/(m\omega)}$. These are more natural here than atomic units, because one dimensionless coupling $\alpha>0$ remains. In a large volume $\Omega$,

$$H=\frac{p^2}{2}+\sum_k a_k^\dagger a_k+\sum_k\left(V_k a_k e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right),\qquad |V_k|^2=\frac{2\sqrt2\,\pi\alpha}{\Omega k^2}.$$

The phonon zero-point energy is omitted, so zero energy is the bottom of the bare band with no phonons. At first only modes with $|\mathbf k|<K$ are kept. The lowest energy $E_0(K)$ cannot rise when modes are added, since a trial state may leave the new modes empty. The ground-state energy $E_0$ is the limit of $E_0(K)$ for $K\to\infty$.

## First half: from the Hamiltonian to the bound

### (a) Remove the phonons

Relate $E_0(K)$ to an imaginary-time amplitude, and carry out the phonon part of that amplitude for a given electron path.

**Solution.** Let $|\psi\rangle$ be the state with the electron at the origin and no phonons, and let

$$Z_\beta=\langle\psi|e^{-\beta H}|\psi\rangle .$$

The position state has no finite norm, but $|\phi\rangle=e^{-H/2}|\psi\rangle$ has squared norm $Z_1$, which the result below shows to be finite. No part of the spectrum lies below $E_0(K)$, so

$$Z_\beta=\langle\phi|e^{-(\beta-1)H}|\phi\rangle\le Z_1e^{-(\beta-1)E_0(K)} .$$

Taking the logarithm and dividing by $\beta-1$ gives, for large $\beta$,

$$E_0(K)\le-\lim_{\beta\to\infty}\frac{\ln Z_\beta}{\beta}.\tag{1}$$

If the limit on the right is not known to exist, the lower limit may be read in its place. A lower bound on $Z_\beta$ therefore gives an upper bound on the energy.

The coupling depends on the electron through its position alone. Slicing $e^{-\beta H}$ in time thus gives a sum over paths $\mathbf r(t)$ with $\mathbf r(0)=\mathbf r(\beta)=0$, and along each path every phonon mode is a driven oscillator,

$$h(t)=a^\dagger a+g(t)a+g^*(t)a^\dagger,\qquad g(t)=V_ke^{i\mathbf k\cdot\mathbf r(t)} .$$

Starting from the vacuum, try the state $e^{c(t)}e^{z(t)a^\dagger}|0\rangle$ in $\partial_t|\chi\rangle=-h|\chi\rangle$. Since $a\,e^{za^\dagger}|0\rangle=z\,e^{za^\dagger}|0\rangle$, the equation becomes

$$\dot c+\dot z a^\dagger=-za^\dagger-gz-g^*a^\dagger .$$

The terms with and without $a^\dagger$ must agree separately:

$$\dot z=-z-g^*,\qquad \dot c=-gz .$$

With $z(0)=c(0)=0$ the solution is

$$z(t)=-\int_0^t e^{-(t-s)}g^*(s)\,ds,\qquad c(\beta)=\int_0^\beta dt\int_0^t ds\,g(t)g^*(s)e^{-(t-s)} .$$

The overlap with the vacuum is $e^{c(\beta)}$. The exponents of all modes add. Their sum contains

$$U_K(\mathbf x)=\sum_{|\mathbf k|<K}|V_k|^2e^{i\mathbf k\cdot\mathbf x},$$

which is real and even, because $\mathbf k$ and $-\mathbf k$ both occur. The region $t>s$ is then half of the full square, and

$$Z_\beta=\int\mathcal D\mathbf r\,e^{-S},\qquad S=\frac12\int_0^\beta\dot{\mathbf r}^2dt-\frac12\int_0^\beta\!\!\int_0^\beta e^{-|t-s|}U_K(\mathbf r(t)-\mathbf r(s))\,dt\,ds.\tag{2}$$

For $\Omega\to\infty$ the sum $\sum_k|V_k|^2$ becomes

$$\int_0^K\frac{4\pi k^2dk}{(2\pi)^3}\frac{2\sqrt2\pi\alpha}{k^2}=\frac{\sqrt2\,\alpha}{\pi}\int_0^Kdk .$$

Thus $|U_K|\le\sqrt2\,\alpha K/\pi$, and $Z_1$ is finite as claimed. Without the cutoff, the Fourier integral of $1/k^2$ is $1/(4\pi|\mathbf x|)$, so

$$U_\infty(\mathbf x)=\frac{2\sqrt2\pi\alpha}{4\pi|\mathbf x|}=\frac{\alpha}{\sqrt2\,|\mathbf x|}.$$

Along the imaginary-time path the electron is attracted to its own earlier positions. The attraction is Coulombic, and its weight $e^{-|t-s|}$ fades over one unit of imaginary time, because a phonon costs one unit of energy.

### (b) Build a solvable trial action

Replace the phonon cloud by one particle of mass $M$, tied to the electron by a spring $\kappa$. Find the electron action that results and its energy.

**Solution.** Let $\mathbf X$ be the position of the second particle. The pair has

$$H_{\rm pair}=\frac{p^2}{2}+\frac{P_X^2}{2M}+\frac{\kappa}{2}(\mathbf r-\mathbf X)^2 .$$

With the electron held at the origin, $\mathbf X$ oscillates at the frequency $w=\sqrt{\kappa/M}$. Let this oscillator begin and end in its ground state. Per Cartesian component, $X=(b+b^\dagger)/\sqrt{2Mw}$, and along an electron path

$$h_X=w\,b^\dagger b+\frac w2-\frac{\kappa r(t)}{\sqrt{2Mw}}(b+b^\dagger)+\frac\kappa2r(t)^2 .$$

This is the driven oscillator of part (a), with a real drive and decay rate $w$. Its elimination gives the factor $e^{-3w\beta/2}$ for three components, and the exponent

$$\frac{\kappa^2}{2Mw}\int\!\!\int_{t>s}\mathbf r(t)\cdot\mathbf r(s)\,e^{-w(t-s)}dt\,ds .$$

Since $\kappa/M=w^2$, the prefactor is $\kappa w/2$, or $\kappa w/4$ over the full square. The electron action is therefore

$$S_0=\frac12\int\dot{\mathbf r}^2dt+\frac\kappa2\int\mathbf r^2dt-\frac{\kappa w}{4}\int\!\!\int e^{-w|t-s|}\mathbf r(t)\cdot\mathbf r(s)\,dt\,ds .$$

Insert $2\mathbf r(t)\cdot\mathbf r(s)=\mathbf r(t)^2+\mathbf r(s)^2-|\mathbf r(t)-\mathbf r(s)|^2$. The two squares contribute equally, and for them

$$\int_0^\beta e^{-w|t-s|}ds=\frac{2-e^{-wt}-e^{-w(\beta-t)}}{w}.$$

The constant 2 produces $-\frac\kappa2\int\mathbf r^2dt$, which cancels the static spring term. What remains is

$$S_0=\frac12\int\dot{\mathbf r}^2dt+\frac C2\int\!\!\int e^{-w|t-s|}|\mathbf r(t)-\mathbf r(s)|^2dt\,ds+D,\qquad C=\frac{\kappa w}{4},\tag{3}$$

$$D=\frac\kappa4\int_0^\beta\mathbf r(t)^2\left(e^{-wt}+e^{-w(\beta-t)}\right)dt .$$

Apart from the end term $D$, this action depends on position differences alone, as the true action does. Its memory has the adjustable decay rate $w$.

The end term does not affect the energy. A nonnegative quadratic form added to a Gaussian action can lower variances but not raise them. Under $S_0$, then, $\langle\mathbf r(t)^2\rangle$ is at most its value for a free path pinned at both ends, $3t(\beta-t)/\beta$. This is no larger than $3t$ or $3(\beta-t)$, so

$$0\le\langle D\rangle\le2\cdot\frac\kappa4\int_0^\infty3t\,e^{-wt}dt=\frac{3\kappa}{2w^2}.$$

The bound does not grow with $\beta$, so $\langle D\rangle/\beta\to0$.

The centre of mass of the pair is free and has mass $1+M$. The relative coordinate has reduced mass $\mu=M/(1+M)$ and frequency

$$v=\sqrt{\frac\kappa\mu}=w\sqrt{1+M},\qquad\text{so that}\qquad \kappa=Mw^2=v^2-w^2,\quad C=\frac{w(v^2-w^2)}{4}.$$

The pair amplitude decays as $e^{-3v\beta/2}$ times a power of $\beta$ from the free centre of mass. It equals $e^{-3w\beta/2}Z_0$, where $Z_0=\int\mathcal D\mathbf r\,e^{-S_0}$. Hence

$$-\lim_{\beta\to\infty}\frac{\ln Z_0}{\beta}=\frac32(v-w).\tag{4}$$

The parameters satisfy $v\ge w>0$, and $v=w$ means $M=0$, an electron without a partner.

### (c) Derive the bound

Compare the true action with the trial action, and evaluate every average that the comparison requires.

**Solution.** Let $\langle\cdot\rangle$ be the average with the positive weight $e^{-S_0}/Z_0$. The exponential function is convex, so the average of an exponential is at least the exponential of the average (Jensen's inequality):

$$Z_\beta=Z_0\langle e^{-(S-S_0)}\rangle\ge Z_0e^{-\langle S-S_0\rangle}.$$

With (1) and (4),

$$E_0(K)\le\frac32(v-w)+\lim_{\beta\to\infty}\frac{\langle S-S_0\rangle}{\beta}.\tag{5}$$

The kinetic terms cancel in $S-S_0$. Both remaining terms depend on the displacement over a time $\tau=|t-s|$. Let $G(\tau)$ be its variance per Cartesian component, far from the ends of the path. With $\mathbf R$ the centre of mass and $\boldsymbol\rho=\mathbf r-\mathbf X$,

$$\mathbf r=\mathbf R+\mu\boldsymbol\rho .$$

These two motions are independent. The free centre of mass spreads with variance $\tau/(1+M)=w^2\tau/v^2$. A component of $\boldsymbol\rho$ has the ground-state correlation $e^{-v\tau}/(2\mu v)$, so its displacement has variance $(1-e^{-v\tau})/(\mu v)$. Multiplying by $\mu^2$ and using $\mu=(v^2-w^2)/v^2$ gives

$$G(\tau)=\frac{w^2}{v^2}\tau+\frac{v^2-w^2}{v^3}\left(1-e^{-v\tau}\right).\tag{6}$$

At short times $G\approx\tau$, as for a bare electron. At long times its slope is $w^2/v^2=1/(1+M)$, because the pair then drifts together. Near the ends the variance differs from (6), but it never exceeds the free value $\tau$. As $U_K$ is bounded and the memory factors are integrable, the ends do not contribute to the rate per unit time.

The quadratic part of $S_0$ has the rate

$$B=\frac C2\cdot2\int_0^\infty e^{-w\tau}\,3G(\tau)\,d\tau=3C\int_0^\infty e^{-w\tau}G(\tau)\,d\tau ,$$

where the factor 2 counts both signs of $t-s$. The integral is

$$\frac{w^2}{v^2}\frac1{w^2}+\frac{v^2-w^2}{v^3}\left(\frac1w-\frac1{v+w}\right)=\frac1{v^2}+\frac{v-w}{v^2w}=\frac1{vw},$$

because $\frac1w-\frac1{v+w}=\frac{v}{w(v+w)}$. Therefore

$$B=\frac{3C}{vw}=\frac{3(v^2-w^2)}{4v}.$$

For the phonon term, a Gaussian displacement has $\langle e^{i\mathbf k\cdot\mathbf x}\rangle=e^{-k^2G/2}$, so

$$\langle U_K\rangle=\frac{\sqrt2\,\alpha}{\pi}\int_0^Ke^{-k^2G/2}dk\ \longrightarrow\ \frac{\sqrt2\,\alpha}{\pi}\sqrt{\frac{\pi}{2G}}=\frac{\alpha}{\sqrt{\pi G}}\qquad(K\to\infty).$$

The integrand is positive, so this average grows steadily to its limit and the cutoff may be removed under the time integral. The factor $\frac12$ in (2) cancels the 2 from the signs of $t-s$. The phonon term contributes $-A$, with

$$A=\frac{\alpha}{\sqrt\pi}\int_0^\infty e^{-\tau}G(\tau)^{-1/2}d\tau .$$

The integral converges at $\tau=0$, where $G^{-1/2}\approx\tau^{-1/2}$. The trial term enters (5) as $-B$, since $S_0$ is subtracted. The terms without $\alpha$ combine to

$$\frac32(v-w)-\frac{3(v^2-w^2)}{4v}=\frac{3(v-w)}{4v}\left[2v-(v+w)\right]=\frac{3(v-w)^2}{4v}.$$

The bound is thus, for every $v\ge w>0$,

$$E_0\le E(v,w)=\frac{3(v-w)^2}{4v}-\frac{\alpha}{\sqrt\pi}\int_0^\infty\frac{e^{-\tau}}{\sqrt{G(\tau)}}\,d\tau.\tag{7}$$

The first term is the price of tying the electron to its partner in the trial action, and the second is the averaged phonon term. This split is not a division into kinetic and coupling energy. Since $\alpha\propto\sqrt m$, the kinetic energy is $-\frac\alpha2\,dE/d\alpha$, and with the minimized bound in place of the true energy this estimate equals $A/2$. For $v=w$ one has $G=\tau$ and $\int_0^\infty e^{-\tau}\tau^{-1/2}d\tau=\sqrt\pi$, so the bound is $-\alpha$.

The ingredients were also tested numerically. The vacuum amplitude of a driven oscillator was computed by matrix propagation, and the trial action was diagonalized on a long discretized ring of imaginary time. For $v=3$ and $w=1.5$ the ring gave a trial energy of 2.249 against 2.250 from (4), and $B=1.687$ against 1.6875.

## Second half: the two limits and an example

The first half gave the bound $E(v,w)=\frac{3(v-w)^2}{4v}-A$, where $A$ is the Coulomb gain

$$A=\frac{\alpha}{\sqrt\pi}\int_0^\infty e^{-\tau}G(\tau)^{-1/2}d\tau,\qquad G(\tau)=\frac{w^2}{v^2}\tau+\frac{v^2-w^2}{v^3}(1-e^{-v\tau}).$$

Energies are in units of $\hbar\omega$. The trial partner has mass $M=v^2/w^2-1$, and $w$ is the decay rate of the trial memory. Let $E_F$ be the infimum of $E(v,w)$ over $v\ge w>0$. It is convenient to write

$$x=1-\frac wv,\qquad q=1-\frac{w^2}{v^2}=x(2-x),\qquad \frac{3(v-w)^2}{4v}=\frac34vx^2 .$$

### (d) Weak coupling

Find $E_F$ through order $\alpha^2$, and show that no distant choice of $v$ and $w$ does better.

This part has established the upper bound (7) on the ground-state energy, valid at every coupling strength and for every $v\ge w>0$. What remains is to solve (d), find the strong-coupling limit, compare the bound with independent calculations, and work through an example.
